# Activation volume of solid-phase epitaxial regrowth from one pressure measurement: a program that tests the result

```python
"""Activation volume of solid-phase epitaxial regrowth.

Result under test: if pressure P multiplies the regrowth velocity by r at
fixed temperature T, the pressure-averaged activation volume is
    V_app = -(R T / P) ln r,
where R is the gas constant. For r = 1.62, P = 1 GPa and 550 C this is
near -3.3 cm3/mol. Activation volume = saddle volume - initial volume.

Internal units: GPa, cm3/mol, kJ/mol (1 GPa cm3/mol = 1 kJ/mol), K.
Material parameters are rough values in the regime of amorphized silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq

# Inputs of the exercise and of the worked example
factor = 1.62
pressure = 1.0
celsius = 550.0
temperature = celsius + const.zero_Celsius
layer_nm = 100.0
velocity_zero = 0.1             # nm/s at zero pressure
activation_ev = 2.7
bulk_modulus = 100.0
molar_volume = 12.0
density_deficit = 0.02          # amorphous relative to crystal
driving_ev = 0.1                # crystallization energy per atom
grueneisen = 1.0
region_atoms = 10
saddle_softening = 0.10

kj_per_ev = const.e * const.N_A / 1000.0
rt = const.R * temperature / 1000.0
volume_app = -rt * np.log(factor) / pressure
assert abs(volume_app + 3.3) < 0.05

# Test 1: Boltzmann integrals over the volume of a local region
region_volume = region_atoms * molar_volume


def volume_statistics(ref_volume, modulus, p, thermal):
    """Log of the isobaric integral and the mean volume of one state."""
    v = np.linspace(0.7, 1.3, 6001) * ref_volume
    enthalpy = 0.5 * modulus * ref_volume * np.log(v / ref_volume)**2 + p * v
    lowest = enthalpy.min()
    weight = np.exp(-(enthalpy - lowest) / thermal)
    total = simpson(weight, x=v)
    return np.log(total) - lowest / thermal, simpson(v * weight, x=v) / total


def log_gain(saddle_volume, saddle_modulus, p, thermal):
    """Log of rate(p)/rate(0) from saddle and initial-state integrals."""
    def log_ratio(q):
        saddle = volume_statistics(saddle_volume, saddle_modulus, q, thermal)
        initial = volume_statistics(region_volume, bulk_modulus, q, thermal)
        return saddle[0] - initial[0]
    return log_ratio(p) - log_ratio(0.0)


def mean_difference(saddle_volume, saddle_modulus, p):
    saddle = volume_statistics(saddle_volume, saddle_modulus, p, rt)
    initial = volume_statistics(region_volume, bulk_modulus, p, rt)
    return saddle[1] - initial[1]


soft_volume = region_volume + volume_app
soft_modulus = bulk_modulus * (1.0 - saddle_softening)
step = 0.01
slope = (log_gain(soft_volume, soft_modulus, 0.5 + step, rt)
         - log_gain(soft_volume, soft_modulus, 0.5 - step, rt)) / (2 * step)
local_volume = mean_difference(soft_volume, soft_modulus, 0.5)
assert abs(-rt * slope - local_volume) < 1e-4

secant = -rt * log_gain(soft_volume, soft_modulus, pressure, rt) / pressure
p_grid = np.linspace(0.0, pressure, 11)
differences = [mean_difference(soft_volume, soft_modulus, p) for p in p_grid]
assert abs(secant - simpson(differences, x=p_grid) / pressure) < 1e-4

# A softer saddle makes the average differ from the zero-pressure value
soft_shift = secant - differences[0]
soft_formula = -0.5 * pressure * (soft_volume / soft_modulus
                                  - region_volume / bulk_modulus)
assert abs(soft_shift - soft_formula) < 0.005


# Test 2: find the saddle volume that produces the given factor.
# The modulus is scaled so that the volume difference is nearly constant.
def scaled_modulus(saddle_volume):
    return bulk_modulus * saddle_volume / region_volume


def mismatch(saddle_volume):
    gain = log_gain(saddle_volume, scaled_modulus(saddle_volume), pressure, rt)
    return gain - np.log(factor)


found_saddle = brentq(mismatch, region_volume - 10.0, region_volume + 10.0)
found_volume = found_saddle - region_volume
assert abs(found_volume - volume_app) < 0.01
wide_saddle = region_volume + 3.0
assert log_gain(wide_saddle, scaled_modulus(wide_saddle), pressure, rt) < 0

# Test 3: predictions at another temperature and at twice the pressure
celsius_new = 600.0
temperature_new = celsius_new + const.zero_Celsius
factor_new = factor**(temperature / temperature_new)
factor_double = factor**2
found_modulus = scaled_modulus(found_saddle)
rt_new = const.R * temperature_new / 1000.0
integral_new = np.exp(log_gain(found_saddle, found_modulus, pressure, rt_new))
integral_double = np.exp(log_gain(found_saddle, found_modulus,
                                  2 * pressure, rt))
assert abs(integral_new / factor_new - 1) < 0.005
assert abs(integral_double / factor_double - 1) < 0.005

# Test 4: master equation with forward and backward interface jumps
driving = driving_ev * kj_per_ev
phase_volume = density_deficit * molar_volume


def jump_velocity(p, barrier_volume, gamma, length_power, excess_volume):
    """Mean interface velocity, relative units, from site probabilities."""
    compression = (1 + 4 * p / bulk_modulus)**(-0.25)   # Murnaghan law
    forward = compression**(-gamma) * np.exp(-p * barrier_volume / rt)
    backward = forward * np.exp(-(driving + p * excess_volume) / rt)
    sites, start, duration = 121, 35, 20.0
    generator = (np.diag(np.full(sites - 1, forward), -1)
                 + np.diag(np.full(sites - 1, backward), 1))
    generator -= np.diag(generator.sum(axis=0))
    probability = expm(generator * duration)[:, start]
    drift = (np.arange(sites) @ probability - start) / duration
    assert abs(drift - (forward - backward)) < 1e-6
    return compression**length_power * drift


def model_factor(barrier_volume, *effects):
    return (jump_velocity(pressure, barrier_volume, *effects)
            / jump_velocity(0.0, barrier_volume, *effects))


attempt_term = rt * grueneisen / bulk_modulus
length_term = -rt / (3 * bulk_modulus)
driving_term = phase_volume / np.expm1(driving / rt)
cases = [((grueneisen, 0.0, 0.0), attempt_term),
         ((0.0, 1 / 3, 0.0), length_term),
         ((0.0, 0.0, phase_volume), driving_term)]
for effects, correction in cases:
    apparent = -rt * np.log(model_factor(volume_app, *effects)) / pressure
    assert abs(volume_app - apparent - correction) < 0.003

volume_corrected = volume_app + attempt_term + length_term + driving_term
all_effects = (grueneisen, 1 / 3, phase_volume)
full_factor = model_factor(volume_corrected, *all_effects)
assert abs(full_factor / factor - 1) < 0.002

# Test 5: effect of a temperature mismatch between the two anneals
activation = activation_ev * kj_per_ev


def thermal_log_gain(offset):
    """Log velocity gain of an uncompressed sample hotter by offset."""
    gas = const.R / 1000.0
    return -activation / gas * (1 / (temperature + offset) - 1 / temperature)


offset = 1.0
thermal_shift = -rt * thermal_log_gain(offset) / pressure
thermal_formula = -activation * offset / (temperature * pressure)
assert abs(thermal_shift / thermal_formula - 1) < 0.003
mimic_offset = brentq(lambda d: thermal_log_gain(d) - np.log(factor), 0, 50)
mimic_linear = rt * temperature * np.log(factor) / activation
assert abs(mimic_offset / mimic_linear - 1) < 0.03

# Remaining experimental errors
pressure_error = 0.05
pressure_shift = -rt * np.log(factor) / (pressure + pressure_error) - volume_app
rounding = 0.005
rounding_shift = -rt * np.log((factor + rounding) / factor) / pressure
ambient = const.atm / 1e9
ambient_shift = -rt * np.log(factor) / (pressure - ambient) - volume_app

# Worked example
volume_event = volume_app * 1e21 / const.N_A
barrier_change = pressure * volume_app / kj_per_ev
velocity_pressure = velocity_zero * factor
time_zero = layer_nm / velocity_zero
time_pressure = layer_nm / velocity_pressure

print(f"Velocity factor r: {factor:.2f}")
print(f"Pressure: {pressure:.1f} GPa")
print(f"Temperature: {celsius:.0f} C = {temperature:.2f} K")
print(f"RT: {rt:.4f} kJ/mol")
print(f"ln r: {np.log(factor):.4f}")
print(f"Apparent activation volume: {volume_app:.3f} cm3/mol")
print(f"Same, per event: {volume_event:.5f} nm3")
print(f"Volume found from Boltzmann integrals: {found_volume:.3f} cm3/mol")
print(f"Barrier change P*V_app: {barrier_change:.4f} eV")
print(f"Rough molar volume: {molar_volume:.1f} cm3/mol")
print(f"|V_app| / molar volume: {abs(volume_app) / molar_volume:.3f}")
print(f"Layer thickness: {layer_nm:.0f} nm")
print(f"Velocity at zero pressure: {velocity_zero:.3f} nm/s")
print(f"Velocity under pressure: {velocity_pressure:.3f} nm/s")
print(f"Regrowth time at zero pressure: {time_zero:.0f} s")
print(f"Regrowth time under pressure: {time_pressure:.0f} s")
print(f"Predicted factor at {celsius_new:.0f} C, 1 GPa: {factor_new:.3f}")
print(f"  same from Boltzmann integrals: {integral_new:.3f}")
print(f"Predicted factor at 550 C, 2 GPa: {factor_double:.3f}")
print(f"  same from Boltzmann integrals: {integral_double:.3f}")
print(f"Rough activation energy: {activation_ev:.1f} eV")
print(f"Rough bulk modulus: {bulk_modulus:.0f} GPa")
print(f"Rough Grueneisen parameter: {grueneisen:.1f}")
print(f"Rough driving energy per atom: {driving_ev:.2f} eV")
print(f"Rough amorphous density deficit: {100 * density_deficit:.1f} percent")
print(f"Amorphous minus crystal volume: {phase_volume:.2f} cm3/mol")
print(f"Correction, attempt frequency: {attempt_term:+.3f} cm3/mol")
print(f"Correction, step length: {length_term:+.3f} cm3/mol")
print(f"Correction, driving force: {driving_term:+.3f} cm3/mol")
print(f"Corrected activation volume: {volume_corrected:.3f} cm3/mol")
print(f"Factor from master equation with it: {full_factor:.4f}")
print(f"Soft-saddle region: {region_atoms} atoms")
print(f"Saddle softening: {100 * saddle_softening:.0f} percent")
print(f"Average minus zero-pressure volume: {soft_shift:+.3f} cm3/mol")
print(f"Shift if compressed sample 1 K hotter: {thermal_shift:+.3f} cm3/mol")
print(f"Heating that alone gives factor r: {mimic_offset:.1f} K")
print(f"Pressure error considered: {pressure_error:+.2f} GPa")
print(f"Shift if true pressure is higher by it: {pressure_shift:+.3f} cm3/mol")
print(f"Shift if r is higher by {rounding:.3f}: {rounding_shift:+.3f} cm3/mol")
print(f"Shift if reference is 1 atm: {ambient_shift:+.5f} cm3/mol")
print("success")
```

Printed output:

```
Velocity factor r: 1.62
Pressure: 1.0 GPa
Temperature: 550 C = 823.15 K
RT: 6.8440 kJ/mol
ln r: 0.4824
Apparent activation volume: -3.302 cm3/mol
Same, per event: -0.00548 nm3
Volume found from Boltzmann integrals: -3.305 cm3/mol
Barrier change P*V_app: -0.0342 eV
Rough molar volume: 12.0 cm3/mol
|V_app| / molar volume: 0.275
Layer thickness: 100 nm
Velocity at zero pressure: 0.100 nm/s
Velocity under pressure: 0.162 nm/s
Regrowth time at zero pressure: 1000 s
Regrowth time under pressure: 617 s
Predicted factor at 600 C, 1 GPa: 1.576
  same from Boltzmann integrals: 1.576
Predicted factor at 550 C, 2 GPa: 2.624
  same from Boltzmann integrals: 2.624
Rough activation energy: 2.7 eV
Rough bulk modulus: 100 GPa
Rough Grueneisen parameter: 1.0
Rough driving energy per atom: 0.10 eV
Rough amorphous density deficit: 2.0 percent
Amorphous minus crystal volume: 0.24 cm3/mol
Correction, attempt frequency: +0.068 cm3/mol
Correction, step length: -0.023 cm3/mol
Correction, driving force: +0.078 cm3/mol
Corrected activation volume: -3.179 cm3/mol
Factor from master equation with it: 1.6194
Soft-saddle region: 10 atoms
Saddle softening: 10 percent
Average minus zero-pressure volume: -0.047 cm3/mol
Shift if compressed sample 1 K hotter: -0.316 cm3/mol
Heating that alone gives factor r: 10.6 K
Pressure error considered: +0.05 GPa
Shift if true pressure is higher by it: +0.157 cm3/mol
Shift if r is higher by 0.005: -0.021 cm3/mol
Shift if reference is 1 atm: -0.00033 cm3/mol
success
```
